# Strongly dephased nonlocal spin signals in an oblique magnetic field

Q: A ferromagnetic contact injects spin into a long channel, and a second contact at distance $L$ reads it as a nonlocal voltage. I am told that a strong field at angle $\beta$ to the magnetizations leaves a fraction $\cos^2\beta$ of the signal. Why a square, and why nothing else? Precession is a complicated motion.

A: Let us start from the equation of motion and see what survives. The channel is narrow, so the spin density $\mathbf s(x,t)$ depends on one coordinate. It diffuses with constant $D$, relaxes, and precesses about the unit vector $\mathbf b$ of the field. In atomic units the spin Hamiltonian is $(g/2)\mathbf B\cdot\mathbf S$, which gives $\dot{\mathbf S}=\omega\,\mathbf b\times\mathbf S$ with $\omega=gB/2$. In ordinary units $\omega=g\mu_BB/\hbar$. With isotropic relaxation time $\tau$ and a steady unit source at $x=0$ polarized along the injector magnetization $\mathbf m_i$,

$$-D\mathbf s''+\frac{\mathbf s}{\tau}-\omega\,\mathbf b\times\mathbf s=\mathbf m_i\,\delta(x).$$

The detector measures $S=\mathbf m_d\cdot\mathbf s(L)$, up to an efficiency that cancels when we divide by the zero-field signal $S_0$. I assume point contacts that do not disturb the spin, a channel extending far beyond them, and for now rigid, parallel magnetizations $\mathbf m_i=\mathbf m_d=\mathbf m$.

Q: Three coupled equations, then.

A: They decouple in axes tied to the field. Take $\mathbf e_1$ perpendicular to $\mathbf b$ in the plane of $\mathbf b$ and $\mathbf m$, and $\mathbf e_2=\mathbf b\times\mathbf e_1$. Then $\mathbf m=\cos\beta\,\mathbf b+\sin\beta\,\mathbf e_1$. Since $\mathbf b\times\mathbf e_2=-\mathbf e_1$, we have $\mathbf b\times\mathbf s=s_1\mathbf e_2-s_2\mathbf e_1$. The component $s_b$ does not precess, and $\sigma=s_1+is_2$ obeys a scalar equation:

$$-Ds_b''+\frac{s_b}{\tau}=\cos\beta\,\delta(x),\qquad -D\sigma''+\Big(\frac1\tau-i\omega\Big)\sigma=\sin\beta\,\delta(x).$$

Both have the form $-Df''+qf=\delta(x)$. Away from the source the decaying solution is $f=A\,e^{-|x|\sqrt{q/D}}$, with the root of positive real part. Integrating across $x=0$ gives $-D[f'(0^+)-f'(0^-)]=1$, so $2DA\sqrt{q/D}=1$. At the detector, therefore,

$$g(q)=\frac{e^{-L\sqrt{q/D}}}{2\sqrt{Dq}}.$$

The detector projects once more: $S=\cos\beta\,s_b+\sin\beta\,\mathrm{Re}\,\sigma$. Each projection factor thus appears twice, once at injection and once at detection:

$$S=\cos^2\beta\;g(1/\tau)+\sin^2\beta\;\mathrm{Re}\,g(1/\tau-i\omega).$$

Without a field the spin does not precess and $S_0=g(1/\tau)$. Let $\lambda=\sqrt{D\tau}$ and $k=\sqrt{1+i\omega\tau}$; the sign of $i\omega$ does not affect a real part. Dividing,

$$\frac{S}{S_0}=\cos^2\beta+\sin^2\beta\;\mathrm{Re}\,h,\qquad h=\frac{1}{k}\,e^{-(L/\lambda)(k-1)}.$$

This holds at any field within the model. The square law is the part that remains when $h$ is negligible.

Q: But precession conserves the length of a spin. Why should $h$ vanish?

A: Because electrons arrive at different times. A pulse released at $t=0$ has density $e^{-L^2/4Dt}/\sqrt{4\pi Dt}$ at the detector. A steady source is a succession of pulses, so

$$g(q)=\int_0^\infty dt\,e^{-qt}\,\frac{e^{-L^2/4Dt}}{\sqrt{4\pi Dt}}.$$

Setting $q=1/\tau+i\omega$ and dividing by $g(1/\tau)$ shows that $h=\langle e^{-i\omega t}\rangle$, an average over arrival times weighted by the survival factor $e^{-t/\tau}$. The moments follow from $\ln g=-L\sqrt{q/D}-\tfrac12\ln q+\text{const}$:

$$\langle t\rangle=-\frac{d\ln g}{dq}=\frac{L}{2\sqrt{Dq}}+\frac1{2q}\;\to\;\frac{\tau}{2}\Big(\frac L\lambda+1\Big),$$

$$\langle t^2\rangle-\langle t\rangle^2=\frac{d^2\ln g}{dq^2}=\frac{L}{4\sqrt D\,q^{3/2}}+\frac{1}{2q^2}\;\to\;\frac{\tau^2}{4}\frac L\lambda+\frac{\tau^2}{2},$$

where the arrows set $q=1/\tau$. When $\omega$ times the spread of arrival times is many radians, the transverse spins point many ways and largely cancel, although each one still has its full length. How completely they cancel depends on the distribution of arrival times, and so on $L$.

Q: So $\omega\tau\gg1$ is the condition?

A: It depends on $L$. For $\omega\tau\gg1$, $k\approx(1+i)\sqrt{\omega\tau/2}$, and the transverse spin decays over $\lambda/\mathrm{Re}\,k\to\sqrt{2D/\omega}$. The detector must lie several such lengths away. If $L\to0$, then $|h|\to1/|k|\approx(\omega\tau)^{-1/2}$, which falls slowly with field. In the opposite case, $\omega\tau\ll1$, the expansion $k\approx1+i\omega\tau/2+(\omega\tau)^2/8$ shows that $h$ still vanishes if $L/\lambda\gg8/(\omega\tau)^2$, though little signal of any kind remains that far out.

Q: And near $\beta=90^\circ$? A small remainder over zero is not small.

A: Correct. Relative to the longitudinal part, the remainder is at most $\tan^2\beta\,|h|$. The square law is accurate there in units of $S_0$, but not relative to itself.

Q: Now let the relaxation be anisotropic. The spin along the field then relaxes into directions that precess. Does your separation survive?

A: Only approximately, so we need the modes. Replace $1/\tau$ by a symmetric positive tensor $\Gamma$, keep $D$ isotropic, and write $M\mathbf s=\Gamma\mathbf s-\omega\,\mathbf b\times\mathbf s$. At strong field the three eigenvalues $\mu_j$ of $M$ are distinct: one stays finite and two approach $\pm i\omega$ plus a finite decay rate. With right and left eigenvectors $\mathbf r_j$ and $\mathbf l_j$, each mode obeys the scalar problem already solved:

$$S=\sum_j\frac{(\mathbf m_d\cdot\mathbf r_j)(\mathbf l_j\cdot\mathbf m_i)}{\mathbf l_j\cdot\mathbf r_j}\,g(\mu_j).$$

The two precessing modes die out over about $\sqrt{2D/\omega}$. For the slow mode put $\mathbf r=\mathbf b+\boldsymbol\rho$ with $\boldsymbol\rho\perp\mathbf b$. To leading order in $1/\omega$, the transverse part of $M\mathbf r=\mu\mathbf r$ is $\omega\,\mathbf b\times\boldsymbol\rho=(\Gamma\mathbf b)_\perp$. Taking $\mathbf b\times$ of both sides, with $\mathbf b\times(\mathbf b\times\boldsymbol\rho)=-\boldsymbol\rho$, gives

$$\boldsymbol\rho=-\frac{\mathbf b\times(\Gamma\mathbf b)}{\omega}.$$

The part along $\mathbf b$ gives $\mu=\mathbf b\cdot\Gamma\mathbf b+(\Gamma\mathbf b)\cdot\boldsymbol\rho$. The last term vanishes at this order, because $\mathbf b\times(\Gamma\mathbf b)$ is perpendicular to $\Gamma\mathbf b$. Fast precession averages away the leakage, and the slow mode relaxes at the rate along the field:

$$S\to(\mathbf m_d\cdot\mathbf b)(\mathbf b\cdot\mathbf m_i)\,\frac{e^{-L\sqrt{\Gamma_b/D}}}{2\sqrt{D\Gamma_b}},\qquad \Gamma_b=\mathbf b\cdot\Gamma\mathbf b.$$

For unequal magnetizations this contains a product of two different projections. Collinear contacts give the square: parallel ones have equal projections, and for antiparallel ones the sign cancels against that of $S_0$.

Q: What does it say for a flat channel?

A: Let the in-plane rate be $1/\tau_\parallel$ and the out-of-plane rate $1/\tau_\perp=1/(\zeta\tau_\parallel)$. The easy axis $y$ of the contacts lies in the plane, and the field is tilted from $y$ towards the normal $z$. Then

$$\Gamma_b=\frac{\cos^2\beta}{\tau_\parallel}+\frac{\sin^2\beta}{\zeta\tau_\parallel}=\frac{u^2}{\tau_\parallel},\qquad u^2=\cos^2\beta+\frac{\sin^2\beta}{\zeta}.$$

At zero field the spin stays along the principal axis $y$ and decays at $1/\tau_\parallel$. With $\lambda=\sqrt{D\tau_\parallel}$, the ratio $g(u^2/\tau_\parallel)/g(1/\tau_\parallel)$ gives

$$\frac{S}{S_0}=\frac{\cos^2\beta}{u}\,e^{-(L/\lambda)(u-1)}.$$

For $\zeta=1$, $u=1$ and the square law returns. For weak anisotropy, $\zeta=1+\epsilon$, we have $u\approx1-\tfrac12\epsilon\sin^2\beta$ and

$$\frac{S}{S_0}\approx\cos^2\beta\Big[1+\frac{\epsilon}{2}\Big(1+\frac L\lambda\Big)\sin^2\beta\Big].$$

A longer channel magnifies the effect of a small anisotropy, at the price of a smaller $S_0$.

Q: You dropped terms in $1/\omega$ from the eigenvectors. How large is the damage?

A: The left eigenvector belongs to $M^T$, which is $M$ with $\omega$ reversed, so $\mathbf l=\mathbf b-\boldsymbol\rho$ to first order. The weight of the slow mode then changes by $(\mathbf m_d\cdot\boldsymbol\rho)(\mathbf b\cdot\mathbf m_i)-(\mathbf m_d\cdot\mathbf b)(\boldsymbol\rho\cdot\mathbf m_i)$. This is of order $1/\omega$ in general and zero for $\mathbf m_d=\mathbf m_i$. As long as spin-orbit coupling enters only through $\Gamma$, collinear contacts therefore have an error of order $1/\omega^2$, which we can work out for the flat channel.

Write $c=\cos\beta$, $s=\sin\beta$ and $\Delta=1/\tau_\parallel-1/\tau_\perp$. From $\mathbf b=c\,\mathbf y+s\,\mathbf z$ and $\mathbf e_1=s\,\mathbf y-c\,\mathbf z$, the coupling is $\mathbf b\cdot\Gamma\mathbf e_1=\Delta sc$. The axis $\mathbf e_2$ lies in the plane of the channel, has rate $1/\tau_\parallel$, and is not coupled by $\Gamma$. With $\mathbf r=\mathbf b+r_1\mathbf e_1+r_2\mathbf e_2$, the three components of $M\mathbf r=\mu\mathbf r$ are

$$\mu=\Gamma_b+\Delta sc\,r_1,$$
$$\Delta sc+(\Gamma_{11}-\mu)r_1+\omega r_2=0,$$
$$(1/\tau_\parallel-\mu)r_2-\omega r_1=0.$$

The second gives $r_2\approx-\Delta sc/\omega$. Since $1/\tau_\parallel-\Gamma_b=\Delta s^2$, the third gives $r_1\approx-\Delta^2s^3c/\omega^2$, and the first becomes

$$\mu-\Gamma_b\approx-\frac{\Delta^3s^4c^2}{\omega^2}.$$

Reversing $\omega$ gives $l_1=r_1$ and $l_2=-r_2$, so $\mathbf l\cdot\mathbf r\approx1-r_2^2$. The weight is

$$\frac{(c+sr_1)^2}{1-r_2^2}\approx c^2+2csr_1+c^2r_2^2=c^2\Big[1+\frac{\Delta^2s^2(c^2-2s^2)}{\omega^2}\Big].$$

The formula thus needs $\omega\gg|\Delta|$ as well as a small transverse remainder. In a very long channel the small rate shift also matters, because it multiplies $L$ in the exponent.

Q: Give me numbers for a device.

A: Take a graphene channel on oxide at 300 K, with rough typical values: $D=200$ cm²/s, $\tau_\parallel=0.5$ ns, $L=10$ µm, $B=0.15$ T and $g=2$. In device units $D=20$ µm²/ns, so $\lambda=\sqrt{20\times0.5}=3.16$ µm (31,600 Å) and $L/\lambda=3.16$. The Larmor rate is 26.4 rad/ns, so $\omega\tau_\parallel=13.2$.

For isotropic relaxation the mean arrival time is $0.25\,(3.16+1)=1.04$ ns and the spread is 0.568 ns. Multiplied by the Larmor rate, this is a spread of 15 rad. The transverse spin decays over 1.19 µm (the limiting form gives 1.23 µm), and $\mathrm{Re}\,h=-0.0009$.

At $\beta=60^\circ$ with $\zeta=0.5$, the ratio usually quoted for Rashba-type relaxation and taken here only as a relaxation tensor (a uniform Rashba coupling needs more, as the last answer says), $u^2=0.25+0.75/0.5=1.75$ and $u=1.323$. Then

$$\frac{S}{S_0}=\frac{0.25}{1.323}\,e^{-3.162\times0.323}=0.068.$$

The same angle gives 0.250 for $\zeta=1$ and 0.613 for $\zeta=2$.

Q: Those are your limiting formulas. What does the full equation say?

A: I solved the three-component equation on a grid of spacing 0.025 µm, with 40 µm of channel beyond each contact. At $60^\circ$ it gives 0.0670, 0.2493 and 0.6118 for the three anisotropies. Over the angles 30, 45, 60, 75 and 90 degrees, formula and grid differ by less than 0.002 of the zero-field signal.

The difference of $-0.0011$ at $\zeta=0.5$ can be accounted for. The transverse remainder, estimated with the isotropic $h$, is $0.75\times(-0.0009)\approx-0.0007$. With $\Delta=2-4=-2$ ns⁻¹, the weight changes by $(4/26.4^2)\times0.75\times(0.25-1.5)\approx-0.5\%$ of 0.068, or about $-0.0004$. The rate shift lowers the signal by less than 0.0001.

At $90^\circ$ the grid gives $-0.0009$ for all three anisotropies, where the formula gives zero. This is the remainder I conceded earlier.

Q: You have kept the magnets rigid. A field of 0.15 T will pull them out of the plane.

A: It will, and at $60^\circ$ this is the largest correction for the device of this example; at small angles, or with low-resistance contacts, other corrections treated below can match or exceed it. Let both magnetizations tilt by $\gamma$ towards the field. With an out-of-plane anisotropy field $B_A$, the energy per unit moment is $-B\cos(\beta-\gamma)+\tfrac12B_A\sin^2\gamma$. Its minimum satisfies

$$B\sin(\beta-\gamma)=B_A\sin\gamma\cos\gamma.$$

The general result needs only the projections $\mathbf m\cdot\mathbf b=\cos(\beta-\gamma)$. The prefactor becomes $\cos^2(\beta-\gamma)$, while $u$ keeps the angle $\beta$ of the field, because the surviving spin lies along the field.

For $B_A=1.5$ T and $\beta=60^\circ$ the tilt is $4.7^\circ$, which raises the squared projection by 30% of its rigid value. The isotropic signal becomes 0.325 instead of 0.250. For $\zeta=2$ at $30^\circ$ the signal is 1.034, larger than at zero field. With rigid magnets the slower relaxation along the field nearly makes up for the lost projection, giving 0.98; the tilt does the rest. At $\beta=90^\circ$ the condition reduces to $\sin\gamma=B/B_A=0.1$, so an isotropic channel keeps 0.01 of its signal where rigid magnets would give nearly none.

Q: Then use a weaker field.

A: That lets the transverse spin back in. With everything else fixed, at $\beta=60^\circ$ and for the isotropic channel:

- 0.05 T: $|h|=0.059$, squared projection up by 10%;
- 0.10 T: $|h|=0.007$, up by 20%;
- 0.15 T: $|h|=0.0014$, up by 30%.

For rigid magnets at 0.05 T the remainder is bounded by $\tan^2 60^\circ\times0.059\approx18\%$ of the longitudinal part. At exactly these parameters it is only about 3%, because $h$ happens to be nearly imaginary, but that depends on a precession phase which shifts with $L$, $D$ and $B$. For these parameters I prefer the stronger field with the tilt calculated, provided that $B_A$ is known well. If 1.2 or 1.8 T is assumed for a true 1.5 T, the inversion given below reads an isotropic channel as $\zeta=0.965$ or 1.024 at 0.15 T, and as 1.000 or 1.025 at 0.05 T. The weak-field values lie close to 1 only because of the precession phase at this length: even with the true $B_A$, 0.05 T reads 0.89 at $L=8$ µm and 1.05 at 12 µm, where 0.15 T reads 1.005 and 1.000.

Q: Can the anisotropy be read back from one measured ratio?

A: Yes, if $L/\lambda$ and the tilt are known and the contacts drain little spin. Put $a=L/\lambda$ and $r=S/[S_0\cos^2(\beta-\gamma)]$. The formula says $r=u^{-1}e^{-a(u-1)}$, or $au\,e^{au}=a\,e^a/r$. The Lambert function $W$ solves $We^W=z$, so

$$u=\frac1a\,W\!\Big(\frac{a\,e^a}{r}\Big),\qquad \zeta=\frac{\sin^2\beta}{u^2-\cos^2\beta}.$$

Take the grid signal 0.7949, computed with $\zeta=2$ and tilted magnets at $60^\circ$. The squared projection is $0.25\times1.298=0.3245$, so $r=2.450$. Then $a\,e^a/r=30.5$, $W=2.50$, $u=0.791$ and $\zeta=0.75/(0.626-0.25)=2.0$.

If the tilt is ignored, the same signal yields $\zeta=2.6$. An isotropic channel yields 1.19, a false anisotropy produced by the magnets alone, and $\zeta=0.5$ yields 0.56. The inversion is also sensitive to $L/\lambda$ when $\zeta$ is large: with the tilt included, a value 10% too high turns $\zeta=2$ into 1.89 and $\zeta=10$ into 7.1, and a value 10% too low turns them into 2.14 and 17.5.

Q: You also promised contacts that do not disturb the spin. Real ones drain it.

A: Suppose each contact absorbs spin at a rate $\kappa$ times the local density, equally for all directions. For a scalar mode let $g_0=1/(2\sqrt{Dq})$ be the response at the source and $g_L=g(q)$. Each contact then acts as a negative source:

$$s_0=g_0(1-\kappa s_0)-g_L\kappa s_L,\qquad s_L=g_L(1-\kappa s_0)-g_0\kappa s_L.$$

Collecting terms gives $(1+\kappa g_0)s_0+\kappa g_Ls_L=g_0$ and $\kappa g_Ls_0+(1+\kappa g_0)s_L=g_L$. Eliminating $s_0$,

$$s_L=\frac{g_L}{(1+\kappa g_0)^2-\kappa^2g_L^2}.$$

To find $\kappa$, let $\nu$ be the density of states, so that a spin accumulation $\mu_s$ means $s=\nu\mu_s$. A contact of resistance $R_c$ on a channel of width $w$ drains $\mu_s/(R_cw)$ per unit width, and the sheet resistance obeys $1/R_{sq}=\nu D$ in atomic units. Hence $\kappa=DR_{sq}/(wR_c)$, if the contact's spin polarization is neglected in its conductance.

With $2\times10^{12}$ carriers per cm² and a band velocity of $10^6$ m/s, $R_{sq}=1.29$ kΩ. For $w=1$ µm and $R_c=20$ kΩ, the ratio $S/S_0$ at $60^\circ$ and $\zeta=0.5$ rises by 4.7% of its value. Faster relaxation along the field lowers $g_0$, so the contacts drain a smaller share than at zero field.

Q: How close is all this to a real device?

A: The diffusion constant, the lifetime and the resulting mobility of about 2,400 cm²/Vs are in the usual range for graphene on silicon oxide, as far as I can judge, and $B_A$ is of the size expected from the shape anisotropy of a cobalt strip (about 1.2 to 1.6 T for strips 30 to 50 nm thick and 100 to 500 nm wide, so contacts of different width tilt differently). Real devices break the assumption of rigid magnets, which moves the signal at $60^\circ$ by 30%, and that of passive contacts, which for $\zeta=0.5$ moves it by about 5% at 20 kΩ and by more at lower resistance. For isotropic relaxation, contacts that drain all spin directions equally leave the longitudinal ratio unchanged. A contact of polarization $P$ drains spin along its magnetization less, by a factor $1-P^2$; for $P=0.3$ this lowers the isotropic ratio at $60^\circ$ by about 1% at 20 kΩ and about 4% at 2 kΩ. The ends of the channel matter too when they are near: reflecting ends 2 µm beyond each contact change the rigid-magnet ratio at $60^\circ$ by $-14\%$ for $\zeta=0.5$ and $+14\%$ for $\zeta=2$, and ends at 10 µm by about 1% or less, while the isotropic ratio hardly moves. The effects estimated next are smaller in this model. Orbital motion reduces the bulk $D$ by at most $(\text{mobility}\times B)^2=0.0013$ of its value, and in a strip whose edges pass no current the Drude decay length along the channel does not change at all; this estimate leaves out the inhomogeneity of real samples. The Zeeman splitting, $1.7\times10^{-5}$ eV, is far below the thermal energy of 0.026 eV. A spin turns by only 0.001 rad between collisions, so diffusive precession is a fair description. The ratio $S/S_0$ also assumes that $\Gamma$ is the same with and without field, which needs $\omega\tau_c\ll1$ for the correlation time $\tau_c$ of the fluctuating field that relaxes the spin. In a model with an isotropic, randomly jumping field, $\tau_c=1$ ps is harmless, but $\tau_c=10$ ps is read at $60^\circ$ as a false $\zeta=1.09$. At fixed carrier density, temperature lowers the chemical potential by 4% of the Fermi energy of 0.165 eV; this affects the estimate of $R_{sq}$, but not $S/S_0$ at given $D$ and $\Gamma$ with passive contacts.

Q: Where would you refuse to use the formula?

A: Where the lifetime is short. With $\tau_\parallel=10$ ps, the same 0.15 T gives $\omega\tau_\parallel=0.26$. At the same $D$ the relaxation length is only 0.45 µm, so a channel of 10 µm would carry no measurable signal. In a channel of 1 µm $|h|\approx0.96$, so the transverse spin survives even for isotropic relaxation. When the anisotropy is strong, the slow mode is also no longer tied to the field, and the full matrix $M$ must be used. A uniform Rashba coupling also lies outside the model. It adds a term linear in $\mathbf s'$, as large as the relaxation, and the error becomes of order $1/\omega$ and odd in the field: in a wide channel with the same $\lambda$ the ratio at $60^\circ$ and 0.15 T is 0.126 or 0.024, depending on the sign of the field component along $y$, instead of 0.068. In a channel narrower than $\lambda$ its edges change the relaxation rates as well. I would also refuse close to $90^\circ$, where the remainder and the tilt decide the signal. For contacts that tilt differently the square becomes the product $\cos(\beta-\gamma_i)\cos(\beta-\gamma_d)$. While both magnetizations stay in the plane of $y$ and $z$ they are perpendicular to $\boldsymbol\rho$ and the error remains of order $1/\omega^2$, but both tilts must then be known. The numerical output gives the remaining angles for all three anisotropies.

## Values computed for the example and the checks

```
INPUTS (rough typical values)
diffusion constant        200 cm2/s
in-plane spin lifetime    0.50 ns
contact separation L      10.0 um
field B                   0.15 T
magnet anisotropy field   1.50 T
temperature               300 K
carrier density           2.0e+12 cm^-2
band velocity             1.0e+06 m/s
channel width             1.0 um
contact resistance        20 kohm
DEPHASING (isotropic)
relaxation length         3.162 um = 31623 angstrom
L / relaxation length     3.162
Larmor rate               26.38 rad/ns
Larmor rate * lifetime    13.19
mean arrival time         1.041 ns
arrival time spread       0.568 ns
precession angle spread   15.0 rad
transverse decay length   1.186 um
its strong-field form     1.231 um
transverse factor Re h    -0.00092
SIGNAL / ZERO-FIELD SIGNAL
zeta beta | rigid: formula grid | tilted: formula grid
0.5  30 | 0.4619 0.4616 | 0.4857 0.4856
0.5  45 | 0.2006 0.1997 | 0.2270 0.2262
0.5  60 | 0.0681 0.0670 | 0.0884 0.0874
0.5  75 | 0.0140 0.0130 | 0.0254 0.0245
0.5  90 | 0.0000 -0.0009 | 0.0019 0.0010
1.0  30 | 0.7500 0.7498 | 0.7887 0.7886
1.0  45 | 0.5000 0.4995 | 0.5659 0.5655
1.0  60 | 0.2500 0.2493 | 0.3246 0.3240
1.0  75 | 0.0670 0.0661 | 0.1215 0.1207
1.0  90 | 0.0000 -0.0009 | 0.0100 0.0091
2.0  30 | 0.9835 0.9833 | 1.0343 1.0342
2.0  45 | 0.8819 0.8813 | 0.9981 0.9976
2.0  60 | 0.6132 0.6118 | 0.7962 0.7949
2.0  75 | 0.2151 0.2138 | 0.3903 0.3888
2.0  90 | 0.0000 -0.0009 | 0.0357 0.0348
ZETA RECOVERED FROM TILTED GRID SIGNAL AT 60 deg
true 0.5: tilt included 0.497, ignored 0.561
true 1.0: tilt included 0.999, ignored 1.190
true 2.0: tilt included 1.997, ignored 2.616
FIELD CHOICE: |h|, tilt at 60 deg, rise of cos^2
0.05 T: 0.0585, 1.63 deg, 10.0 %
0.10 T: 0.0071, 3.20 deg, 19.9 %
0.15 T: 0.0014, 4.73 deg, 29.8 %
NEGLECTED EFFECTS
sheet resistance          1.29 kohm
mobility                  2424 cm2/Vs
contacts, ratio at 60 deg +4.7 % (zeta 0.5)
orbital (mobility*B)^2    1.3e-03
Fermi energy              0.165 eV
thermal energy            0.0259 eV
thermal shift of mu       -4.1 %
Zeeman splitting          1.74e-05 eV
precession per collision  1.1e-03 rad
```
